# Self-interaction and the 4f and 5d levels of ytterbium and mercury, part 1

(Sections cited here and not found follow in the second part.)

**Question.** In the ytterbium and mercury atoms the local density approximation (LDA) is said to put the 4f and 5d levels too high relative to 6s, and self-interaction is blamed. Too high compared with what, and why are these shells hit harder than 6s? How much do the Perdew-Zunger correction and the exchange-only KLI potential repair?

**Answer.**

## The reference and the model

An eigenvalue can be too high only relative to something. The reference here is the removal energy $I_a=E(N-1,\text{hole in }a)-E(N)$, because $-I_a$ is where photoemission places shell $a$. With $X$ standing for 4f in Yb and 5d in Hg, the quantity to follow is the gap
$$D=\varepsilon_{6s}-\varepsilon_X ,$$
positive when $X$ lies below 6s. Its reference value is $I_X-I_{6s}$. The removal energies are computed as differences of two self-consistent spin-polarized LDA energies (ΔSCF), so the reference is itself approximate; the reason it is more reliable than the eigenvalues of the same functional appears below.

The algebra is in atomic units. The atoms are spherical, Yb $[\mathrm{Xe}]4f^{14}6s^2$ and Hg $[\mathrm{Xe}]4f^{14}5d^{10}6s^2$, with orbitals $\phi=R(r)Y_{lm}$ and $P=rR$, $\int P^2dr=1$. The nucleus is a point and the electrons repel by $1/r_{12}$. LDA means Slater exchange with PW92 correlation, and xLDA means exchange alone.

Relativity enters through the kinetic operator. Eliminating the small component from the Dirac equation, with $E$ measured from the rest energy, gives
$$\Big[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big]\phi=E\phi .$$
The zeroth-order regular approximation (ZORA) drops $E$ in the denominator, leaving $K=c^2/(2c^2-V)$. The identity $(\boldsymbol\sigma\!\cdot\!\mathbf a)(\boldsymbol\sigma\!\cdot\!\mathbf b)=\mathbf a\!\cdot\!\mathbf b+i\boldsymbol\sigma\!\cdot\!(\mathbf a\times\mathbf b)$ splits the operator into $\mathbf p\!\cdot\!K\mathbf p+(K'/r)\,\boldsymbol\sigma\!\cdot\!\mathbf L$. The spin-orbit term is dropped. The kinetic energy is then $\int K|\nabla\phi|^2d^3r=\int K[r^2R'^2+l(l+1)R^2]\,dr$, and making the energy stationary at fixed norm gives
$$-\frac1{r^2}\big(Kr^2R'\big)'+\frac{K\,l(l+1)}{r^2}R+VR=\varepsilon R .$$
The $V$ inside $K$ is the LDA potential of the neutral atom and is then frozen, so every method uses the same kinetic operator $\hat T$. The nonrelativistic limit is $K=\tfrac12$.

For $V=-Z/r$ there is an exact check. Write the Dirac equation in a coordinate $r'$ defined by $r=\lambda r'$, so that $V\to V/\lambda$ and $\mathbf p\to\mathbf p/\lambda$, and multiply by $\lambda$:
$$\Big[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{\lambda(2c^2+E)-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big]\phi=\lambda E\phi .$$
The choice $\lambda=2c^2/(2c^2+E)$ makes this the ZORA equation with eigenvalue $E/(1+E/2c^2)$. For s states $\mathbf L\phi=0$ and the scalar operator is the full one. For $Z=80$ the radial grid gives $-106089.3$ eV for 1s against $-106093.6$ eV from the Dirac formula, a relative difference of $4\times10^{-5}$, and $-2565.0$ eV for 6s by both routes.

## The mechanism: energy and eigenvalue of one orbital

The Hartree energy $\tfrac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$ uses the whole density, so it contains the repulsion of each electron with its own cloud. For orbital $i$ with spherical density $n_i=P_i^2/4\pi r^2$ this is
$$U[n_i]=\tfrac12F^0_i,\qquad F^0_i=\int P_i^2\,v_H[n_i]\,dr,\qquad v_H[n_i](r)=\int\frac{P_i^2(r')}{r_>}\,dr' ,$$
with $r_>$ the larger of $r,r'$. For one electron the exact exchange-correlation energy equals $-U$. The LDA replaces it by a local integral built from the uniform gas.

In a gas of one spin with density $n=k_F^3/6\pi^2$, a plane wave $\mathbf k$ has exchange energy $\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf q|^2}$. In polar coordinates centred on $\mathbf k$ the factor $|\mathbf k-\mathbf q|^2$ cancels against the volume element, and the integral becomes the distance to the Fermi sphere summed over directions. At $k=0$ that sum is $4\pi k_F$. At $k=k_F$ the chord is $2k_F\cos\theta$ over a hemisphere, and the sum is $2\pi\int_0^12k_Fx\,dx=2\pi k_F$. Multiplying by $4\pi/8\pi^3$,
$$\Sigma(0)=-\frac{2k_F}{\pi},\qquad\Sigma(k_F)=-\frac{k_F}{\pi}.$$
An added electron goes in at $k_F$, so the derivative of the exchange energy density with respect to $n$ is $v_x=-k_F/\pi=-(6/\pi)^{1/3}n^{1/3}$. Integrating over $n$ and applying the result point by point,
$$E_x[n,0]=-\tfrac34\Big(\frac6\pi\Big)^{1/3}\!\int n^{4/3}d^3r ,$$
where $[n,0]$ means up density $n$ and down density zero.

Let the orbital hold a fraction $f$ of an electron at fixed shape, $n_i\to fn_i$. Then $U\to f^2U$ and $E_x\to f^{4/3}E_x$. The derivative of a functional $G[fn_i]$ with respect to $f$ at $f=1$ is $\int n_i\,\delta G/\delta n$, the expectation value of its potential. Hence $\langle v_H\rangle=2U$ and $\langle v_x\rangle=\tfrac43E_x$. The self-interaction in the energy and in the eigenvalue are therefore different combinations:
$$E^{SI}_i=U+E_x+E_c,\qquad \delta_i\equiv\langle i|v_H[n_i]+v_{xc}[n_i,0]|i\rangle=2U+\tfrac43E_x+\langle v_c\rangle .$$
With exchange only, $\delta_i=\tfrac43(U+E_x)+\tfrac23U$. Even if $U+E_x$ vanished, the eigenvalue would keep $\tfrac23U=\tfrac13F^0$. A cancellation between terms of degree 2 and degree $4/3$ in $f$ can hold at $f=1$ but not in the slope there, and the eigenvalue is the slope.

For a true one-electron system with frozen orbital the consequence is exact. With $t=\langle\hat T+v_{ext}\rangle$, the LDA eigenvalue is $\varepsilon=t+\delta$, the LDA removal energy is $I=-(t+E^{SI})$, and the self-interaction-free value of the level is $t$. The eigenvalue errs by $\delta$ and the energy difference only by $E^{SI}$. This is the ground for using ΔSCF as the reference: in this limit it carries the small combination.

## Why size decides

Under $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$, which keeps the norm and shrinks lengths by $\lambda$, substitute $\mathbf s=\lambda\mathbf r$. In $U$ the densities give $\lambda^6$, the volume elements $\lambda^{-6}$ and $1/|\mathbf r-\mathbf r'|$ gives $\lambda$. In $E_x$ the integrand gives $\lambda^4$ and the volume element $\lambda^{-3}$. Both are proportional to $\lambda$, so at fixed shape the exchange-only $\delta$ is a fixed fraction of $F^0$ and goes as the inverse size. Correlation does not scale so simply, but it is the smallest term.

The hydrogenic 1s density $n=(Z^3/\pi)e^{-2Zr}$, $P^2=4Z^3r^2e^{-2Zr}$, fixes the fraction for one shape. The charge inside $r$ is $1-e^{-2Zr}(1+2Zr+2Z^2r^2)$, and the outer part contributes $\int_r^\infty P^2/r'\,dr'=e^{-2Zr}(Z+2Z^2r)$. Dividing the first by $r$ and adding, $v_H=1/r-e^{-2Zr}(Z+1/r)$. With $\int_0^\infty r^me^{-ar}dr=m!/a^{m+1}$,
$$F^0=Z-4Z^3\Big[\frac{2Z}{(4Z)^3}+\frac1{(4Z)^2}\Big]=Z-\frac Z8-\frac Z4=\frac{5Z}8 .$$
For exchange,
$$\int n^{4/3}d^3r=\frac{Z^4}{\pi^{4/3}}\,4\pi\,\frac{2}{(8Z/3)^3}=\frac{27}{64}\frac{Z}{\pi^{1/3}},\qquad E_x=-\frac{81}{256}\Big(\frac6{\pi^2}\Big)^{1/3}Z .$$
For $Z=1$, $U=8.504$ eV and $E_x=-7.294$ eV, so $U+E_x=1.210$ eV while $2U+\tfrac43E_x=7.282$ eV, six times larger and $7.282/17.008=0.43$ of $F^0$. For $Z=3$ the two combinations are $3.630$ and $21.847$ eV, three times as large. The program tests these closed forms against quadrature of the potentials.

The real orbitals have different shapes, so similar fractions are not guaranteed and have to be computed. From the LDA orbitals, with energies in eV:

| | Yb 4f | Yb 6s | Hg 5d | Hg 6s |
|---|---|---|---|---|
| $\langle r\rangle$ (Å) | 0.418 | 2.050 | 0.795 | 1.418 |
| $F^0$ | 32.96 | 6.35 | 16.50 | 9.18 |
| $\tfrac43E_x$ | −18.98 | −3.76 | −9.77 | −5.45 |
| $\langle v_c\rangle$ | −0.90 | −0.46 | −0.70 | −0.55 |
| $\delta$ | 13.09 | 2.13 | 6.03 | 3.18 |
| $\delta/F^0$ | 0.40 | 0.34 | 0.37 | 0.35 |
| $E^{SI}$ | 1.45 | −0.03 | 0.31 | 0.03 |

Sums of rounded entries here and below can differ from the printed totals by 0.01 eV. The products $F^0\langle r\rangle$ are $32.96\times0.418=13.8$, $6.35\times2.050=13.0$, $16.50\times0.795=13.1$ and $9.18\times1.418=13.0$ eV Å. A thin spherical shell of radius $r_0$ has $F^0=1/r_0$, so its product $F^0r_0$ is $27.211\times0.5292=14.4$ eV Å, and the 1s orbital, with $\langle r\rangle=3/2Z$, has $15/16$ of that, 13.5 eV Å. Without correlation the four fractions are $(32.96-18.98)/32.96=0.42$ and $0.41$ for the other three. For these four spherically averaged densities the radial shape matters little, and $\delta$ is between 0.34 and 0.40 of $F^0$. The angular shape is averaged out here, and for d and f orbitals it does matter, as noted with the Perdew-Zunger correction below. The differential shift is
$$\delta_{4f}-\delta_{6s}=13.09-2.13=10.96\ \text{eV}\ (0.40\text{ hartree}),\qquad\delta_{5d}-\delta_{6s}=6.03-3.18=2.85\ \text{eV}\ (0.10\text{ hartree}).$$
The Yb 6s orbital shows the difference between energy and slope plainly: its self-interaction energy is slightly negative, $-0.03$ eV, while its level shift is $+2.13$ eV.

## What the LDA eigenvalue misses in the many-electron atom

The number $\delta_i$ refers to one orbital density taken alone. The actual error of the eigenvalue relative to $-I$ follows from Janak's theorem. Write $E=\sum_jf_j\langle j|\hat T|j\rangle+\int v_{ext}n+E_H[n]+E_{xc}[n_\uparrow,n_\downarrow]$ with $n_\sigma=\sum_{j\in\sigma}f_j|\phi_j|^2$. At self-consistency a change $\delta\phi_j$ alters $E$ by $f_j\varepsilon_j\,\delta\langle j|j\rangle$, which is zero for normalized orbitals. Only the explicit dependence on $f_i$ remains:
$$\frac{\partial E}{\partial f_i}=\langle i|\hat T+v_{ext}+v_H+v_{xc\sigma}|i\rangle=\varepsilon_i .$$
The step needs $\hat T$ to be independent of the density, which is why $K$ was frozen. Remove $h$ spin-up electrons from shell $a$, spread evenly over $m$ so that the atom stays spherical. This averaging is part of the reference: at fixed radial functions, a whole hole in a single real spherical-harmonic orbital would raise $I$ by 0.3 to 0.4 eV for Yb 4f and about 0.2 eV for Hg 5d, averaged over the shell; with the cubic set of real f orbitals the Yb figure is about 0.2 eV. Then $dE/dh=-\varepsilon(h)$, and integrating from 0 to 1,
$$I=-\int_0^1\varepsilon(h)\,dh,\qquad I+\varepsilon(0)=\int_0^1[\varepsilon(0)-\varepsilon(h)]\,dh .$$
The left side is the height of the ground-state eigenvalue above $-I$. It is positive when the level sinks as the hole is made, which means that $E$ is convex in the occupation. If $\varepsilon(h)$ were linear the error would be $\tfrac12[\varepsilon(0)-\varepsilon(1)]$. Expanding about $h=\tfrac12$, the linear term integrates to zero and $\int(h-\tfrac12)^2dh=\tfrac1{12}$, so $I=-\varepsilon(\tfrac12)-\varepsilon''/24+\dots$, which is Slater's transition state.

The link with self-repulsion is the slope at frozen orbitals, $\partial\varepsilon_i/\partial f_i=F^0_i+\int n_i^2f_{xc}^{\uparrow\uparrow}d^3r$, where $f_{xc}^{\uparrow\uparrow}=\partial v_{xc\uparrow}/\partial n_\uparrow$ is taken at the total density. The leading term is the same $F^0_i$. The exchange part of the kernel, $v_x/3n_\uparrow$, is negative, and relaxation of the other orbitals toward the hole screens the change. Convexity can fail: for an isolated frozen orbital with exchange only, $d\varepsilon/df=2U+\tfrac49f^{-2/3}E_x$, which turns negative for $f^{2/3}<\tfrac29|E_x|/U$, or $f<0.08$ with the 1s numbers. For the four holes treated here the program tests $\varepsilon(0)>\varepsilon(\tfrac12)>\varepsilon(1)$ and $\varepsilon(0)-\varepsilon(1)<F^0$, with $\varepsilon(\tfrac12)$ taken as the mean of the values at $h=0.47$ and $0.53$. It also tests Janak's theorem by differencing total energies between those two holes. This gives $dE/dh=10.346$ eV for Yb 4f and $15.530$ eV for Hg 5d, against $-\varepsilon(\tfrac12)=10.35$ and $15.53$ eV.

| eV | Yb 4f | Yb 6s | Hg 5d | Hg 6s |
|---|---|---|---|---|
| $\varepsilon(0)-\varepsilon(1)$ | 15.12 | 4.97 | 11.30 | 7.58 |
| ratio to $F^0$ | 0.46 | 0.78 | 0.68 | 0.83 |
| $I+\varepsilon(0)$ | 7.21 | 2.48 | 5.52 | 3.74 |

Half the first row is 7.56, 2.49, 5.65 and 3.79 eV, within 0.35 eV of the last row, so $\varepsilon(h)$ is nearly linear. Both levels of each atom lie above $-I$, the compact one more, and the LDA gap falls short of the ΔSCF gap by $7.21-2.48=4.73$ eV in Yb and $5.52-3.74=1.78$ eV in Hg. These shortfalls are smaller than the differences of $\delta$, 10.96 and 2.85 eV. For these four holes the errors are positive and ordered as $F^0$, as the leading term of the frozen slope suggests, while the one-orbital quantity $\delta$ of the spherically averaged densities overstates the differential error. The ratio to $F^0$ is lowest for 4f. The cause is relaxation: with the orbitals frozen at those of the neutral atom, the 4f level would drop by 0.98 of $F^0$, so the exchange-correlation term removes only 2% and the response of the orbitals to the hole removes the rest.

Measured against ΔSCF removal energies, the LDA gap between 6s and the compact shell is too small by 4.73 eV in Yb and 1.78 eV in Hg, and the compact shells are hit harder because their self-repulsion $F^0$ is larger. It remains to see how much of this the Perdew-Zunger correction and the KLI potential repair.
